# Why an accurate hydrogen energy can hide a poor contact density

## Question

I solved the hydrogen atom variationally in 28 s-type Gaussians $e^{-ar^2}$, with exponents $0.01,\ 0.015,\ 0.0225,\dots$ (ratio 1.5) up to about $568\ \text{bohr}^{-2}$. The energy is above $-\tfrac12$ hartree by only $8.7\times10^{-7}$ hartree, so I took the wave function to be good to about six digits. I then computed the electron density at the nucleus, which I need for the Darwin correction, and it is 2.0% too small. Is this a bug? If not, how can such an accurate energy go with such a poor density, and are all my other properties equally bad?

## Answer

It is not a bug. The energy is insensitive to the error your basis makes, and the density at the nucleus is sensitive to it. Other properties need not suffer: your $\langle r^2\rangle$ is good to a few parts in a million.

I use Hartree atomic units, a fixed point nucleus and real functions:

$$H=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12,\qquad \rho_0=\psi_0(0)^2=\frac1\pi .$$

### What the energy measures

Write the trial function as $\phi=\psi_0+\delta$. Because $(H-E_0)\psi_0=0$ and $H$ is Hermitian, every term containing $\psi_0$ drops out of $\langle\phi|H-E_0|\phi\rangle$. Dividing by the norm gives

$$\Delta E=E[\phi]-E_0=\frac{\langle\delta|H-E_0|\delta\rangle}{\langle\phi|\phi\rangle}. \tag{1}$$

There is no linear term. The contact density of a normalized $\phi$ does have one:

$$\Delta\rho=\phi(0)^2-\psi_0(0)^2=2\psi_0(0)\,\delta(0)+\delta(0)^2. \tag{2}$$

The simplest example is a wrong scale, $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Since $\phi'=-\zeta\phi$, the kinetic energy is $\tfrac12\int\phi'^2d^3r=\zeta^2/2$. The potential energy is $-4\zeta^3\int_0^\infty r e^{-2\zeta r}dr=-\zeta$. Therefore

$$\Delta E=\frac{\zeta^2}2-\zeta+\frac12=\frac{(\zeta-1)^2}2,\qquad \frac{\rho}{\rho_0}=\zeta^3\approx1+3(\zeta-1).$$

For $\zeta=1.01$ the energy error is $5.0\times10^{-5}$ hartree, while the density is wrong by 3.0%. Here $|\Delta\rho|/\rho_0\approx3\sqrt{2\Delta E}$, a square-root law.

Your case is worse than this. Equation (1) contains integrals of $\delta$ and its gradient over all space, whereas (2) needs $\delta$ at one point. A narrow error occupies little volume and so costs little energy, even if it is large at that point.

### One Gaussian

Three integrals are needed from here on, with $p=a+b$:

$$\int e^{-pr^2}d^3r=\Big(\frac\pi p\Big)^{3/2},\qquad \int\frac{e^{-pr^2}}r\,d^3r=\frac{2\pi}p,$$

$$\int\nabla e^{-ar^2}\!\cdot\nabla e^{-br^2}d^3r=4ab\int r^2e^{-pr^2}d^3r=\frac{6ab\,\pi^{3/2}}{p^{5/2}}. \tag{3}$$

The last step uses $\int r^2e^{-pr^2}d^3r=-\frac{d}{dp}(\pi/p)^{3/2}=\frac{3}{2p}(\pi/p)^{3/2}$.

For a single Gaussian, $b=a$ and $p=2a$. Dividing by the norm $(\pi/2a)^{3/2}$ gives

$$E(a)=\frac{3a}2-2\sqrt{\frac{2a}\pi},\qquad \frac{dE}{da}=\frac32-\sqrt{\frac{2}{\pi a}}=0\ \Rightarrow\ a=\frac8{9\pi}.$$

Then $\sqrt{2a/\pi}=4/(3\pi)$ and $3a/2=4/(3\pi)$, so $E=-4/(3\pi)=-0.4244$ hartree. The density at the nucleus is the inverse norm, $(2a/\pi)^{3/2}=(4/3\pi)^3=0.0764\ \text{bohr}^{-3}$. The energy is 85% of the exact value and the contact density is 24% of it.

### What is missing when the exponents stop at $A$

The exact function has a cusp: its slope at the nucleus is $-\psi_0(0)$. Every Gaussian has zero slope there, and so does every finite sum of them. To see what this costs, write $e^{-r}$ as a continuous sum of Gaussians:

$$e^{-r}=\frac1{2\sqrt\pi}\int_0^\infty a^{-3/2}e^{-1/(4a)}e^{-ar^2}da. \tag{4}$$

To prove this for $r>0$, put $a=1/(4u^2)$, so that $a^{-3/2}|da|=4\,du$. The right side becomes

$$\frac2{\sqrt\pi}\int_0^\infty e^{-u^2-r^2/(4u^2)}du=e^{-r}\,\frac2{\sqrt\pi}\int_0^\infty e^{-s^2}du,\qquad s=u-\frac r{2u}.$$

The substitution $u\to r/(2u)$ changes $s$ into $-s$ and $du$ into $\frac r{2u^2}du$. The integral therefore equals the average of its two forms, $\frac12\int_0^\infty e^{-s^2}\big(1+\frac r{2u^2}\big)du$. The bracket is $ds/du$, and $s$ runs from $-\infty$ to $\infty$, so the result is $\sqrt\pi/2$. This proves (4); $r=0$ follows by continuity.

Now omit all exponents above $A\gg1$. The trial function is $\phi=\psi_0+\delta$ with

$$\delta(r)=-\frac1{\sqrt\pi}\,\frac1{2\sqrt\pi}\int_A^\infty a^{-3/2}e^{-ar^2}da,$$

where $e^{-1/(4a)}$ has been replaced by 1, a relative change of order $1/A$.

**Contact density.** At $r=0$ the integral is $2A^{-1/2}$, so $\delta(0)/\psi_0(0)=-1/\sqrt{\pi A}$. To leading order (2) gives

$$\frac{\Delta\rho}{\rho_0}\approx-\frac2{\sqrt{\pi A}}. \tag{5}$$

**Energy.** The kinetic part of (1) follows from (3), with prefactor $\frac12\cdot\frac1\pi\cdot\frac1{4\pi}\cdot6\pi^{3/2}=\frac3{4\sqrt\pi}$:

$$\frac12\int|\nabla\delta|^2d^3r=\frac3{4\sqrt\pi}\int_A^\infty\!\!\int_A^\infty\frac{da\,db}{(ab)^{1/2}(a+b)^{5/2}}.$$

Set $a=Ax$ and $b=Ay$, which extracts a factor $A^{2-1-5/2}=A^{-3/2}$. By symmetry take twice the region $y>x$, and put $y=xt$:

$$2\int_1^\infty x^{-5/2}dx\int_1^\infty\frac{dt}{t^{1/2}(1+t)^{5/2}}=\frac43\int_{1/2}^1 s^{-1/2}(1-s)\,ds=\frac43\cdot\frac{8-5\sqrt2}6.$$

Here $s=t/(1+t)$, and the antiderivative is $2s^{1/2}-\frac23s^{3/2}$. Hence

$$\Delta E\approx\frac{8-5\sqrt2}{6\sqrt\pi}\,A^{-3/2}=0.0873\,A^{-3/2}. \tag{6}$$

The other contributions are smaller. By the same scaling, $\langle\delta|1/r|\delta\rangle$ is of order $A^{-2}$ and $\langle\delta|\delta\rangle$ of order $A^{-5/2}$. The norm of $\phi$ differs from 1 by order $A^{-2}$, through $\langle\psi_0|\delta\rangle$.

Eliminating $A$ between (5) and (6) gives

$$\frac{|\Delta\rho|}{\rho_0}\approx\frac2{\sqrt\pi}\Big(\frac{\Delta E}{0.0873}\Big)^{1/3}\approx2.5\,(\Delta E)^{1/3},$$

with $\Delta E$ in hartree. This is a cube-root law. At $A=10^6$, direct integration gives an energy error of $8.7\times10^{-11}$ hartree and a density still 0.11% too small.

### In what sense the energy is still quadratic

Equation (1) is quadratic in $\delta$: halve an error of fixed shape and the energy error falls by four, apart from the change in the norm. It does not say that $\Delta E$ is a fixed constant times $\|\delta\|^2=\langle\delta|\delta\rangle$. For the cut-off function the first integral in (3)'s list gives

$$\|\delta\|^2\approx\frac1{4\sqrt\pi}\int_A^\infty\!\!\int_A^\infty\frac{da\,db}{(ab)^{3/2}(a+b)^{3/2}}.$$

The same substitutions turn the double integral into $A^{-5/2}\cdot2\cdot\frac25\int_{1/2}^1s^{-3/2}(1-s)\,ds$. The antiderivative is $-2s^{-1/2}-2s^{1/2}$, so the last integral is $3\sqrt2-4$, and

$$\|\delta\|^2\approx\frac{3\sqrt2-4}{5\sqrt\pi}\,A^{-5/2}=0.0274\,A^{-5/2}.$$

The ratio $\Delta E/\|\delta\|^2\approx3.2A$ grows with $A$. As the cut-off is raised, the error of this function shrinks towards the nucleus and has an ever higher kinetic energy per unit norm.

### Your variational basis

The cut-off function was not optimized. A variational calculation adjusts its coefficients and can do better, but a scaling argument suggests the same powers. The narrowest Gaussian has width $h=A^{-1/2}$. Close to the nucleus the task is to imitate a cusp of slope $-\psi_0(0)$ with functions no narrower than $h$. Measured in units of $h$ this is the same task for every $A$ at a fixed exponent ratio, so one expects

$$\delta(r)\approx\psi_0(0)\,h\,F(r/h),$$

with $F$ a fixed shape that falls off at large distance. Then $\delta(0)\propto h$. The gradient is of order $h^0$ in a volume of order $h^3$, so $\Delta E\propto h^3=A^{-3/2}$. The calculated results are:

| Functions | $A$ (bohr⁻²) | $\Delta E$ (hartree) | Density deficit |
|---|---|---|---|
| 16 | 4.38 | $1.16\times10^{-3}$ | 23% |
| 22 | 49.9 | $3.28\times10^{-5}$ | 6.9% |
| 28 | 568 | $8.70\times10^{-7}$ | 2.0% |
| 34 | 6472 | $2.28\times10^{-8}$ | 0.61% |
| 40 | 73716 | $5.93\times10^{-10}$ | 0.18% |

The deficit is relative to $\rho_0$. Between the last two rows the energy error varies as $A^{-1.499}$ and the deficit as $A^{-0.500}$; the ratio of the powers is 0.333. Your 2.0% fits this power law: going from 40 to 28 functions lowers $A$ by $1.5^{12}$, so the deficit of 0.180% should rise by $1.5^6=11.39$, to 2.05%. The prefactors are not those of the unoptimized cut-off function: (5) would give 4.7% at $A=568$. To gain one digit in the contact density you must raise $A$ a hundredfold, and the energy meanwhile gains three digits, as long as the cusp dominates the energy error. It does so over the range of the table, but not indefinitely: with the ratio and the smallest exponent fixed, the energy error eventually levels off at a floor, and a coarser ratio reaches its floor much sooner (with ratio 2 and the same smallest exponent, near $2.4\times10^{-9}$ hartree).

The regular law can be put to use. From 34 to 40 functions $A$ grows by $1.5^6$, so the deficit should fall by $\sqrt{1.5^6}=3.375$. The two values of $\rho/\rho_0$ are 0.9939301 and 0.9982010, and extrapolating to $A\to\infty$ gives

$$0.9982010+\frac{0.9982010-0.9939301}{3.375-1}=0.999999 .$$

This needs the same exponent ratio in both bases, because the prefactor of $A^{-1/2}$ depends on the ratio. The smallest exponent matters little, provided it is small enough to describe the tail of the function.

### No general bound

Could one at least guarantee that a small enough energy error makes the density good? Not for arbitrary trial functions. Add a narrow spike to the exact function:

$$\phi=\frac{e^{-r}+t\,e^{-br^2}}{\sqrt\pi}.$$

By (3) with both exponents equal to $b$, the kinetic part of (1) is

$$\Delta E\approx\frac{t^2}{2\pi}\cdot\frac{6b^2\pi^{3/2}}{(2b)^{5/2}}=\frac{3\sqrt\pi}{4\sqrt2}\,\frac{t^2}{\sqrt b}.$$

The potential part is $-t^2/b$, smaller by a factor of order $b^{-1/2}$, and the change of norm is of order $t\,b^{-3/2}$. As $b\to\infty$ at fixed $t$, the energy error vanishes while $\rho/\rho_0\to(1+t)^2$. With $t=0.1$ and $b=10^8\ \text{bohr}^{-2}$, the energy is wrong by $9.4\times10^{-7}$ hartree, close to your own error, and the contact density by 21%.

A variational calculation would remove this spike if its basis allowed, because doing so lowers the energy. The example shows that the energy error alone, without knowledge of how the function was obtained, certifies nothing about $\rho(0)$.

### Why $\langle r^2\rangle$ is much better

With 28 functions the error of $\langle r^2\rangle$ is $9.6\times10^{-6}\ \text{bohr}^2$, on an exact value of 3. A generic error $\delta$ would enter $\langle r^2\rangle$ linearly, so this needs an explanation.

Add $\lambda r^2$ to $H$, with small $\lambda\ge0$. In a fixed basis the optimized coefficients make the energy stationary, so their change with $\lambda$ does not contribute to its first derivative. The derivative is then $\langle r^2\rangle$ in the basis state. This is the Hellmann–Feynman theorem, and it also holds for the exact state. Subtracting the two,

$$\Delta\langle r^2\rangle=\frac{d\,\Delta E(\lambda)}{d\lambda}\bigg|_{\lambda=0}.$$

The smooth potential $\lambda r^2$ leaves the cusp slope at $-\psi_\lambda(0)$. The cusp error is therefore proportional to $\psi_\lambda(0)$, and its energy to $\rho_\lambda(0)$, with a factor set by the basis and independent of $\lambda$ at leading order. Hence

$$\Delta\langle r^2\rangle\approx\Delta E\;\frac{d\ln\rho_\lambda(0)}{d\lambda}.$$

To find the derivative, write the first-order wave function as $f\psi_0$. It obeys $(H-E_0)f\psi_0=-(r^2-3)\psi_0$, since $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$. With $\psi_0'=-\psi_0$ this becomes

$$\tfrac12f''+\frac{f'}r-f'=r^2-3.$$

Try $f'=-r^2-2r$. The left side is $(-r-1)+(-r-2)+(r^2+2r)=r^2-3$, as required. So $f=C-r^2-r^3/3$. Orthogonality to $\psi_0$ fixes $C=\langle r^2\rangle+\langle r^3\rangle/3=3+2.5=\tfrac{11}2$, using $\langle r^3\rangle=4\cdot5!/2^6=7.5$. The relative change of $\rho(0)$ per unit $\lambda$ is $2f(0)=11$, and

$$\Delta\langle r^2\rangle\approx11\,\Delta E .$$

The calculated ratio is 11.00 for your basis and for the largest one. The result requires the cusp to dominate the error. With exponent ratio 1.7 instead of 1.5, the same smallest exponent and nearly the same largest one as in the 40-function basis, the ratio is 11.43: the error of $\langle r^2\rangle$ exceeds $11\,\Delta E$ by $2.8\times10^{-10}\ \text{bohr}^2$, whereas with ratio 1.5 the remainder is only of order $10^{-14}\ \text{bohr}^2$.

The argument does not carry over to the contact density. The corresponding perturbation would be a delta function at the nucleus, which is not a smooth potential and does not leave the cusp condition alone.

### The Darwin correction

The Darwin term is the expectation value of $\nabla^2V/(8c^2)$, where $c$ is the speed of light. For $V=-1/r$, $\nabla^2V=4\pi\delta^3(\mathbf r)$, so

$$E_{\rm D}=\frac{\pi\,\rho(0)}{2c^2},$$

which is $2.66\times10^{-5}$ hartree for the exact density. It inherits the relative error of $\rho(0)$. In your basis it is too small by $5.5\times10^{-7}$ hartree, comparable to the error of the nonrelativistic energy. With 40 functions its error is $4.8\times10^{-8}$ hartree, 81 times that of the nonrelativistic energy. In the 34- and 40-function bases the small correction has the larger absolute error of the two numbers you add.

Judge the contact density by its own convergence as tighter functions are added and the exponent ratio is reduced, not by the digits of the energy. Tighter functions alone are not quite enough: with ratio 3 and smallest exponent 0.01 the density settles about 0.005% above the exact value. The numerical check tests the scaled exponential, the single Gaussian, the cut-off and spike laws, the variational powers of $A$ and the factor 11. It also prints the Darwin figures. The extrapolation is arithmetic on its output, and the limiting values quoted for ratios 2 and 3 come from the same kind of calculation with those ratios, which the program does not include.

## Table of computed values

```
Exact energy (hartree): -0.5
Exact contact density (bohr^-3): 0.318310
Scaled exponential: zeta, energy error (hartree), |delta|^2, rel. density error
  1.100  5.0000e-03  6.7989e-03  +0.331000
  1.010  5.0000e-05  7.4255e-05  +0.030301
  1.001  5.0000e-07  7.4925e-07  +0.003003
One Gaussian: optimal exponent (bohr^-2): 0.282942
One Gaussian: energy (hartree): -0.424413
One Gaussian: contact density (bohr^-3): 0.076448
One Gaussian: energy / exact: 0.8488
One Gaussian: contact density / exact: 0.2402
Cut-off law: energy error * A^(3/2): 0.087349
Cut-off law: |delta|^2 * A^(5/2): 0.027379
Cut-off: A (bohr^-2), energy error (hartree), |delta|^2, rel. density deficit
  1e+02  8.0471e-05  2.7301e-07  0.109526
  1e+04  8.6665e-08  2.7378e-12  0.011252
  1e+06  8.7281e-11  2.7379e-17  0.001128
Log-derivative of contact density with respect to lambda: 11.0
Basis: smallest exponent (bohr^-2): 0.01, ratio: 1.5
Exact Darwin term (hartree): 2.66257e-05
Variational: N, A (bohr^-2), energy error (hartree), rel. density deficit,
  <r^2> error (bohr^2), Darwin error magnitude (hartree)
  16  4.3789e+00  1.1578e-03  2.3104e-01  1.3225e-02  6.1517e-06
  22  4.9879e+01  3.2777e-05  6.8982e-02  3.6156e-04  1.8367e-06
  28  5.6815e+02  8.7026e-07  2.0470e-02  9.5749e-06  5.4504e-07
  34  6.4716e+03  2.2767e-08  6.0699e-03  2.5044e-07  1.6161e-07
  40  7.3716e+04  5.9322e-10  1.7990e-03  6.5254e-09  4.7899e-08
Last two bases: power of A in energy error: -1.4993
Last two bases: power of A in density deficit: -0.4999
Last two bases: density power / energy power: 0.3334
Largest basis: <r^2> error / energy error (bohr^2/hartree): 11.000
Largest basis: Darwin error / energy error: 80.7
Coarser ratio 1.7, 31 functions: <r^2> error / energy error: 11.429
<r^2> error beyond cusp part, coarse and fine (bohr^2): 2.8e-10, -1.3e-14
Spike height t relative to exp(-r) at the nucleus: 0.1
Spike: b (bohr^-2), energy error (hartree), rel. density error
  1e+04  9.3002e-05  +0.210000
  1e+06  9.3899e-06  +0.210000
  1e+08  9.3989e-07  +0.210000
```
